At a density of 10¹² defects per square centimetre, each defect has on average an area of 100 nm² to itself. Arranged as a square lattice, the defects would sit 10 nm apart. Scattered at random at the same density, they have a mean nearest-neighbour distance of 5.0 nm, half as much. Neither the number of defects nor the area has changed, so the factor of two must come from the randomness of the positions.

The defects considered here are dangling bonds at an interface between silicon and its oxide. The distance to the nearest other dangling bond matters because it limits how strongly two of them can be coupled.

**A back-of-envelope argument**

Let N be the number of defects per unit area. Since 1 cm = 10⁷ nm,

1 cm² = 10¹⁴ nm²,
N = 10¹² / (10¹⁴ nm²) = 0.01 nm⁻²,
1/√N = 10 nm.

Draw a disc of radius r around one defect. If the others are scattered without regard to it, the disc contains on average πr²N of them. The nearest neighbour should lie roughly where this number reaches one:

πr²N = 1,
r = 1/√(πN) = 10 nm/√π ≈ 5.6 nm.

This already explains most of the reduction from 10 nm. In a square lattice the neighbours keep out of a disc of radius 1/√N, which would hold π defects on average in a random pattern. A random pattern has no such forbidden zone. The estimate cannot fix the numerical factor, however, because "one defect on average" does not mean "one defect for certain". For that, the whole distribution of distances is needed.

**The probability of an empty disc**

The assumptions are these. The defects are points in a plane. Each is placed independently of the others, with equal probability per unit area. The defect under study is far from any edge.

Take n defects in a large area A, with N = n/A. Any one of the other n − 1 defects falls inside the disc of radius r with probability πr²/A, and misses it with probability 1 − πr²/A. The placements are independent, so the probabilities multiply. The disc contains no other defect with probability

Sₙ(r) = (1 − πr²/A)ⁿ⁻¹.

Write u = πNr², so that πr²/A = u/n. With the expansion ln(1 − x) = −x − x²/2 − …, the logarithm is

ln Sₙ = (n − 1) ln(1 − u/n)
= (n − 1)(−u/n − u²/(2n²) − …)
= −u + (u − u²/2)/n + terms of order 1/n².

For a large sample at fixed density the correction vanishes, leaving

S(r) = exp(−πNr²).

The empty disc and the nearest-neighbour distance are two descriptions of one event: the disc of radius r is empty when the nearest neighbour is farther away than r. Thus S(r) is the fraction of defects whose nearest neighbour lies beyond r.

The size of the correction can be read from the expansion. To first order in 1/n, the difference Sₙ − S is e⁻ᵘ(u − u²/2)/n. Its derivative with respect to u is proportional to 1 − 2u + u²/2, which vanishes at u = 2 ± √2. The larger deviation occurs at u = 2 − √2 ≈ 0.59 and equals 0.23/n. For n = 10,000 this is 2.3×10⁻⁵, the same as the largest difference found by evaluating both expressions numerically.

**The distribution and its mean**

The probability that the nearest neighbour lies between r and r + dr is S(r) − S(r + dr) = p(r) dr, so

p(r) = −dS/dr = 2πNr exp(−πNr²).

The two factors have a direct meaning. A ring of radius r and width dr has area 2πr dr and holds a defect with probability 2πNr dr. The exponential is the probability that no defect lies inside the ring. Small distances are rare because the ring is small, and large ones because the disc is seldom empty.

The mean distance follows by integration by parts:

⟨r⟩ = ∫₀^∞ r p(r) dr
= −∫₀^∞ r (dS/dr) dr
= −[r S(r)]₀^∞ + ∫₀^∞ S(r) dr.

The bracket vanishes at r = 0 because of the factor r, and at infinity because the exponential falls faster than r grows. Hence

⟨r⟩ = ∫₀^∞ exp(−ar²) dr, with a = πN.

Call this integral I. Its square is a double integral over the quarter plane x > 0, y > 0. In polar coordinates x² + y² = ρ², the area element is ρ dρ dφ, and φ runs from 0 to π/2:

I² = ∫₀^∞ ∫₀^∞ exp(−a(x² + y²)) dx dy
= (π/2) ∫₀^∞ ρ exp(−aρ²) dρ
= (π/2) · 1/(2a)
= π/(4a).

The radial integral is elementary because ρ exp(−aρ²) is the derivative of −exp(−aρ²)/(2a). Taking the positive root and inserting a = πN,

⟨r⟩ = ½ √(π/(πN)) = 1/(2√N).

The π from the disc cancels the π from the Gaussian integral. For the example,

⟨r⟩ = 10 nm / 2 = 5.0 nm = 50 angstrom.

**How wide the distribution is**

The mean square distance is found in the same way:

⟨r²⟩ = −∫₀^∞ r² (dS/dr) dr = 2 ∫₀^∞ r S(r) dr = 2 · 1/(2πN) = 1/(πN).

Its square root is 1/√(πN) ≈ 5.6 nm, the length found by the rough argument. That argument therefore gave the root-mean-square distance, which exceeds the mean because squaring gives more weight to large distances. The standard deviation σ follows from

σ² = ⟨r²⟩ − ⟨r⟩² = 1/(πN) − 1/(4N),
σ = √(1/π − 1/4)/√N = 0.261 × 10 nm = 2.6 nm.

This is about half the mean, at any density, because both lengths scale as 1/√N. The 5 nm is thus the centre of a broad distribution and not a spacing that most pairs share. The median, where S = ½, satisfies πNr² = ln 2:

r = √(ln 2/(πN)) = 4.7 nm.

The fraction of defects with a neighbour closer than r is 1 − S(r). For r = 2 nm,

1 − exp(−π × 0.01 × 4) = 1 − exp(−0.126) = 0.118.

Nearly one defect in eight has a neighbour within 2 nm, although the mean is 5 nm.

**Comparison with random points**

These results can be tested without using any of the formulas. Random points were placed in squares of side 1000 nm whose opposite edges were joined, so that no point was near an edge. The nearest neighbour of each point was then found by a direct search. Forty squares at the example's density gave 399,847 distances.

Mean: 5.000 nm found, 5.000 nm predicted.
Median: 4.702 nm found, 4.697 nm predicted.
Standard deviation: 2.616 nm found, 2.614 nm predicted.
Fraction within 2 nm: 0.1188 found, 0.1181 predicted.

The dependence on density was tested in the same way. At 5×10¹² cm⁻² the mean should fall by √5 to 2.236 nm, and the search gave 2.237 nm. At 10¹⁰ cm⁻² it should rise tenfold to 50 nm, and the search gave 50.1 nm. The excess there is 0.2 % of the predicted value. That sample had about 200,000 distances with a standard deviation near 26 nm, so independent draws would scatter the mean by 0.06 nm. The number of points also varied at random from square to square, which raises the scatter to about 0.08 nm. An excess of 0.12 nm is therefore no evidence against the law.

The square root makes the estimate forgiving. For small changes, δ⟨r⟩/⟨r⟩ = −½ δN/N, so a 20 % error in the density gives about a 10 % error in the mean distance.

**What the mean distance says about coupling**

Suppose that the tunnel coupling between two dangling bonds decays with distance as

f(r) = exp(−r/λ),

where λ is a decay length and the prefactor is left out. With the round model value λ = 0.5 nm, the factor at the mean distance is

exp(−5/0.5) = exp(−10) = 4.5×10⁻⁵.

The mean of the factor over all nearest neighbours is a different quantity:

⟨f⟩ = 2πN ∫₀^∞ r exp(−πNr²) exp(−r/λ) dr.

When λ is much shorter than 1/√N, the tunnel factor has died out before the empty-disc factor departs much from one. This can be made into a pair of bounds. For u ≥ 0,

1 − u ≤ exp(−u) ≤ 1.

Set u = πNr² and use the integrals ∫₀^∞ r exp(−r/λ) dr = λ² and ∫₀^∞ r³ exp(−r/λ) dr = 6λ⁴. The right-hand inequality gives the upper bound 2πNλ². The left-hand one subtracts 2πN · πN · 6λ⁴ from it. Therefore

2πNλ² (1 − 6πNλ²) ≤ ⟨f⟩ ≤ 2πNλ².

With N = 0.01 nm⁻² and λ² = 0.25 nm², the upper bound is 0.0157 and the lower bound is 0.0150. Numerical integration gives 0.01502, and the random points give 0.0151.

The mean factor is thus about 330 times the factor at the mean distance. Close pairs cause this: neighbours within 2 nm, which 12 % of the defects have, supply 92 % of the mean. Both figures depend strongly on the assumed λ, which is a model value and not a measured property of the interface: at λ = 1 nm the ratio is about 8 and the share 67 %, and at λ = 0.3 nm they are about 10⁵ and 99 %. The two numbers answer different questions. Since ln f = −r/λ, the factor at the mean distance is exp⟨ln f⟩, the geometric mean of f, and for λ = 0.5 nm it lies within a factor of two of the median. Individual defects scatter widely around it: a change of one standard deviation in distance, 2.6 nm, changes f by a factor exp(2.6/0.5) ≈ 180. Half of the defects have a factor below exp(−4.7/0.5) ≈ 8×10⁻⁵. The arithmetic mean is set mainly by the few strongly coupled pairs.

The dependence on density differs as well. In this regime ⟨f⟩ is nearly proportional to N, since it counts close neighbours, whereas the factor at the mean distance is exp(−1/(2λ√N)).

In the opposite limit, λ much longer than the distances that matter, both exponentials can be expanded. They agree in the first two terms, 1 − ⟨r⟩/λ, and differ first by σ²/(2λ²), which is then small. The mean distance is a safe input for a coupling that varies slowly over the spread of distances, and a poor one for a coupling that decays within a fraction of that spread.

**When density alone is not enough**

The factor ½ in 1/(2√N) belongs to independent placement. A square lattice of the same density gives 10 nm. For a change in the opposite direction, let the defects be created in pairs 1 nm apart, with the pairs scattered at random. A simulation at the same total density gives a mean of 0.99 nm. It is slightly below 1 nm because an unrelated defect is sometimes closer than the partner. If the unrelated defects are treated as placed singly, which ignores that they too come in pairs, this lowers the mean by about

∫₀^(1 nm) πNr² dr = πN (1 nm)³/3 ≈ 0.01 nm.

These patterns have equal densities and mean distances that differ by a factor of ten.

A density that varies slowly across the interface also matters. Suppose that half the area is empty and the other half holds 2×10¹² cm⁻², so that the average is still 10¹² cm⁻². Every defect then lives at the doubled density, and, apart from those near the boundary between the halves, the mean distance is 5 nm/√2 ≈ 3.5 nm.

Removing defects at random does not spoil the law. If each dangling bond is passivated independently with the same probability, the survivors are still independent and uniform, and the formula applies with the reduced density.

Shape matters too. In a strip of width w much smaller than 1/√N, the neighbours lie essentially along a line with density Nw. The empty interval has length 2r, so S = exp(−2Nwr) and

⟨r⟩ = ∫₀^∞ exp(−2Nwr) dr = 1/(2Nw).

For w = 2 nm at the example's density this is 1/(2 × 0.02 nm⁻¹) = 25 nm, five times the value for a wide area.

**The real interface**

A density of 10¹² cm⁻² is a rough figure for dangling bonds at a thermally oxidised silicon surface before hydrogen passivation, and 10¹⁰ cm⁻² is a rough figure for a well-passivated one. The corresponding estimates are 5 nm and 50 nm. An interface-state density quoted per unit area and per eV must first be integrated over the relevant energy range. This gives a number of states per unit area, which must be divided by the number of levels each defect contributes in that range to give N. A dangling bond can contribute two levels, one for losing an electron and one for gaining one. Real interfaces depart from the model in several ways, whose sizes follow for 10¹² cm⁻².

*Discrete sites.* On a Si(111) face the possible sites form a triangular lattice with 0.384 nm spacing and a density of 7.8×10¹⁴ cm⁻². A fraction c = 1.28×10⁻³ of them is occupied. Summing over the sites in order of distance gives a mean of 5.005 nm, a change of 0.1 %. Unpassivated (111) interfaces usually hold several times this density; at 5×10¹² cm⁻² the same sum gives 2.247 nm against 2.236 nm, a change of 0.5 %. The mean tunnel factor changes more, from 0.0150 to 0.0140, or by 7 %. Most of this comes from the defect's own site, which cannot hold a neighbour. The continuous model wrongly includes its area of 0.128 nm². A disc of that area has radius 0.20 nm and contributes about 0.0010 to the mean factor, nearly the whole difference. The coupling average thus depends on the shortest distances, where a simple exponential is also least trustworthy.

*Roughness.* If the heights of any two defects differ by at most 0.3 nm, the planar nearest neighbour is at most √(r² + (0.3 nm)²) away. The true nearest neighbour can be no farther than that, and no nearer than the planar distance r. The mean therefore rises by no more than 0.014 nm.

*Finite area.* Consider a square active region of side 100 nm, with 100 defects on average and none beyond its boundary. Defects near the boundary lack neighbours on one side. In simulated regions this raises the mean by 0.22 nm, or 4 % of 5 nm, relative to the same points with opposite edges joined. The mean also varies from one region to the next, with a standard deviation of about 0.4 nm. Both effects are modest here, but a single small device need not show the mean of a large interface.

*Correlated positions.* In a wide area, where edges hardly matter, this departure can have the largest effect on the mean distance. The lattice and the pairs above show that it can move the answer from 5 nm to 10 nm or to 1 nm. They are deliberately extreme patterns and not descriptions of a particular oxide. A measured density cannot distinguish between them, so the 5 nm rests on independent placement as much as on the value of N.

Electrostatic coupling between charged defects is not included. It affects how strongly two defects influence each other, but it leaves the distances unchanged as long as the defects are fixed in place. The numerical output below lists the simulated values and the main calculated ones.

Computed results

```
Defect density: 1.0e+12 cm^-2
Defect density in nanometre units: 0.0100 nm^-2
Length 1/sqrt(N): 10.000 nm
Mean neighbour distance, formula: 5.000 nm
Same mean, converted: 50.0 angstrom
Number of simulated defects: 399847
Mean neighbour distance, simulated: 5.000 nm
Mean neighbour distance, quadrature: 5.00000 nm
Median, formula: 4.697 nm
Median, simulated: 4.702 nm
Standard deviation, formula: 2.614 nm
Standard deviation, simulated: 2.616 nm
Close-pair limit: 2.0 nm
Fraction with neighbour within limit, formula: 0.1181
Same fraction, simulated: 0.1188
Defect number in finite-number check: 10000
Largest error of empty-disc limit: 2.3e-05
Mean at 1e+10 cm^-2, formula: 50.000 nm
Mean at 1e+10 cm^-2, simulated: 50.116 nm
Mean at 5e+12 cm^-2, formula: 2.236 nm
Mean at 5e+12 cm^-2, simulated: 2.237 nm
Tunnel decay length (model): 0.50 nm
Tunnel factor at mean distance: 4.540e-05
Mean tunnel factor, quadrature: 0.01502
Mean tunnel factor, simulated: 0.01509
Mean tunnel factor, lower bound: 0.01497
Mean tunnel factor, upper bound: 0.01571
Mean factor / factor at mean: 331
Share of mean factor from close pairs: 0.923
Square lattice, neighbour distance: 10.000 nm
Separation in paired pattern: 1.00 nm
Paired pattern, mean neighbour distance: 0.989 nm
Silicon cubic cell edge (rough input): 0.543 nm
Si(111) site spacing: 0.384 nm
Si(111) site density: 7.83e+14 cm^-2
Fraction of sites that are defects: 1.28e-03
Mean neighbour distance on sites: 5.0048 nm
Mean tunnel factor on sites: 0.01397
Largest height difference (model): 0.30 nm
Upper bound on roughness shift of mean: 0.0136 nm
Side of square active area: 100 nm
Mean number of defects in area: 100
Edge shift of mean distance: 0.219 nm
Area-to-area spread of mean: 0.415 nm
```
